# Berry-Phase Polarisation and the One-Electron Pump of the Rice-Mele Chain

## Result

Hartree atomic units are used: $\hbar=m=e=1$, and the electron has charge $-1$. A crystal of period $a$ in one dimension has a Hamiltonian $H(\lambda)$ that is varied slowly through a parameter $\lambda(t)$. The assumptions are:

1. The electrons are independent. A mean-field potential is admitted if it is treated as a given function of $\lambda$.
2. $H(\lambda)$ keeps the period $a$. This excludes a macroscopic electric field, whose potential grows linearly with $x$.
3. A fixed number of bands is filled, and at every $k$ and $\lambda$ a gap separates them from the empty ones. Filled bands may touch each other.
4. The path is smooth, starts from rest in the ground state, and takes a time $T\to\infty$.

Spin is left out; with two equally filled spin channels every charge below doubles.

**Theorem 1 (King-Smith and Vanderbilt).** Let $u_{nk}$ be a smooth orthonormal frame of the filled cell-periodic states, with $u_{n,k+2\pi/a}=e^{-2\pi i x/a}u_{nk}$. The electronic polarisation changes by $\Delta P=P(\lambda_1)-P(\lambda_0)$, where

$$P=-\frac{\phi}{2\pi},\qquad \phi=\int_0^{2\pi/a}\!dk\sum_n A_n,\qquad A_n=i\langle u_{nk}|\partial_k u_{nk}\rangle ,$$

and $\phi$ is followed continuously along the path. From the end points alone, $\Delta P$ is known modulo 1, that is, modulo $e$.

**Theorem 2.** The Rice-Mele chain with mean hopping $t>0$, bond alternation $\delta$ and site energies $\pm\Delta$, with its lower band filled, is gapless only at $\delta=\Delta=0$. A slow cycle running once anticlockwise around this point in the $(\delta,\Delta)$ plane carries one electron by $+a$ through each cell. The reversed cycle carries $-1$, and a cycle that can be shrunk to a point without crossing the gapless point carries 0.

## Why the current is the starting point

The dipole of one cell depends on where the cell is cut when the charge density is continuous. The current has no such ambiguity. Charge conservation gives $\partial_tP=j$ for the cell-averaged current, so $\Delta P=\int j\,dt$ defines the change. In one dimension $P$ is a dipole per length, hence a charge.

Write $H_k=e^{-ikx}He^{ikx}$. Differentiation gives $\partial_kH_k=-ixH_k+iH_kx=i[H_k,x]$, which is the velocity operator. A ring of length $L$ has $k$ points spaced by $2\pi/L$, so the particle current is

$$J=\frac1L\sum_k \mathrm{Tr}(\rho_k\partial_kH_k)\to\int\frac{dk}{2\pi}\,\mathrm{Tr}(\rho_k\,\partial_kH_k),\qquad j=-J,$$

with $\rho_k$ the one-electron density matrix.

## Lemma 1: the adiabatic current

Let $P_k$ now denote the projector on the filled states at $k$ (with subscript, to keep it apart from the polarisation), and $Q_k=1-P_k$. To first order in the rate of change,

$$\mathrm{Tr}(\rho_k\partial_kH_k)=\partial_k\sum_nE_{nk}+2\,\mathrm{Im}\sum_n\langle\partial_ku_n|\partial_tu_n\rangle .$$

*Proof.* The state obeys $i\dot\rho=[H,\rho]$. Put $\rho=P_k+\eta$, where $\eta$ is of first order in the rate. Since $[H,P_k]=0$ and $\dot\eta$ is of second order,

$$i\dot P_k=[H,\eta].$$

The state stays a projector, so $\rho^2=\rho$ gives $P_k\eta+\eta P_k=\eta$ to first order. Sandwiching this between two $P_k$ gives $2P_k\eta P_k=P_k\eta P_k$, and between two $Q_k$ gives $0=Q_k\eta Q_k$. Both diagonal blocks vanish. For $m$ empty and $n$ filled,

$$\eta_{mn}=\frac{i\langle m|\dot P_k|n\rangle}{E_m-E_n}.$$

Only the gap between filled and empty states enters.

The zeroth-order current follows from $\partial_k\mathrm{Tr}(P_kH_k)=\mathrm{Tr}(P_k\partial_kH_k)+\mathrm{Tr}(H_k\partial_kP_k)$. The derivative of a projector has no diagonal blocks, by the argument just used, while $H_k$ has only diagonal blocks. The last trace is zero, and $\mathrm{Tr}(P_k\partial_kH_k)=\partial_k\sum_nE_{nk}$.

For the first-order current, differentiate $[H_k,P_k]=0$ with respect to $k$ and take the element between $n$ and $m$:

$$-\langle n|\partial_kH_k|m\rangle+(E_n-E_m)\langle n|\partial_kP_k|m\rangle=0 .$$

Multiplying by $\eta_{mn}$ cancels the energy denominator and leaves a minus sign:

$$\eta_{mn}\langle n|\partial_kH_k|m\rangle=-i\langle m|\dot P_k|n\rangle\langle n|\partial_kP_k|m\rangle .$$

The trace contains this and its complex conjugate. Because $2\,\mathrm{Re}(-iz)=2\,\mathrm{Im}\,z$,

$$\mathrm{Tr}(\eta\,\partial_kH_k)=2\,\mathrm{Im}\,\mathrm{Tr}(Q_k\dot P_kP_k\,\partial_kP_k). \tag{1}$$

The trace is independent of the basis, so any frame $u_n$ of the filled space may be used. With $P_k=\sum_n|u_n\rangle\langle u_n|$, one has $Q_k\dot P_k|u_n\rangle=Q_k|\partial_tu_n\rangle$ and $\langle u_n|\partial_kP_kQ_k=\langle\partial_ku_n|Q_k$. Hence (1) equals $2\,\mathrm{Im}\sum_n\langle\partial_ku_n|Q_k|\partial_tu_n\rangle$.

The factor $Q_k$ can be dropped. Define the antihermitian matrices $\alpha_{nn'}=\langle u_n|\partial_ku_{n'}\rangle$ and $\beta_{nn'}=\langle u_n|\partial_tu_{n'}\rangle$. The filled part is $\sum_n\langle\partial_ku_n|P_k|\partial_tu_n\rangle=-\mathrm{Tr}(\alpha\beta)$. Its conjugate is $-\mathrm{Tr}(\beta^\dagger\alpha^\dagger)=-\mathrm{Tr}(\beta\alpha)=-\mathrm{Tr}(\alpha\beta)$, so it is real and has no imaginary part. $\square$

## Proof of Theorem 1

Let $B_n=i\langle u_n|\partial_tu_n\rangle$. The mixed second derivatives cancel in

$$\partial_tA_n-\partial_kB_n=i\langle\partial_tu_n|\partial_ku_n\rangle-i\langle\partial_ku_n|\partial_tu_n\rangle=2\,\mathrm{Im}\langle\partial_ku_n|\partial_tu_n\rangle. \tag{2}$$

A suitable frame exists. At the initial time, transport a frame in $k$ with $P_k\partial_ku_n=0$. Across the zone it misses the required boundary condition by a unitary matrix $e^{iX}$, which is removed by spreading the factor $e^{-iXka/2\pi}$ over the zone. Then transport in time with $P_k\partial_tu_n=0$. The boundary factor $e^{-2\pi ix/a}$ does not depend on time, so the condition is preserved.

Insert (2) into Lemma 1 and integrate over $k$. Both $E_{nk}$ and $B_n$ are periodic in $k$, so their derivatives integrate to zero:

$$J=\frac{d}{dt}\frac{\phi}{2\pi},\qquad \Delta P=-\int J\,dt=-\frac{\Delta\phi}{2\pi}.$$

The neglected current is at most of order $1/T^2$; over a time $T$ it carries a charge at most of order $1/T$, which vanishes in the limit.

A new frame $u'_n=\sum_mu_mU_{mn}(k)$ with periodic unitary $U$ adds $i\int dk\,\mathrm{Tr}(U^\dagger\partial_kU)=-\int dk\,\partial_k\arg\det U=-2\pi M$ to $\phi$, with $M$ an integer. This shifts $P$ by $M$, which is the stated ambiguity. $\square$

**Remark (computation).** On a mesh of spacing $dk$, the overlap matrix between neighbouring points is $1+\alpha\,dk$, with determinant $1+dk\,\mathrm{Tr}\,\alpha\approx e^{-i\,dk\sum_nA_n}$. Therefore

$$\phi=-\mathrm{Im}\ln\prod_k\det\langle u_{nk}|u_{n',k+dk}\rangle .$$

Each link is in error by at most order $dk^2$ and there are of order $1/dk$ links, so the equality holds in the limit $dk\to0$, and modulo $2\pi$ because of the branch of the logarithm. The $dk^2$ term in the phase of a link is $-\tfrac12dk^2\,\partial_k\sum_nA_n$, the derivative of a periodic function, so it cancels round the zone and the total error is of order $dk^2$. The last link uses $e^{-2\pi ix/a}u_{n0}$. Arbitrary phases from diagonalisation cancel, since each state occurs once as bra and once as ket.

**Remark (Wannier centre).** For one band let $w(x)=\frac{a}{2\pi}\int dk\,e^{ikx}u_k(x)$. Then $xw=\frac{a}{2\pi}\int dk\,(-i\partial_ke^{ikx})u_k=\frac{a}{2\pi}\int dk\,e^{ikx}\,i\partial_ku_k$, because $e^{ikx}u_k$ is periodic in $k$ and the boundary term vanishes. Orthogonality of different $k$ gives

$$\bar x=\langle w|x|w\rangle=\frac{a}{2\pi}\int dk\,i\langle u_k|\partial_ku_k\rangle=\frac{a\phi}{2\pi}.$$

Thus $P=-\bar x/a$: one charge $-1$ per cell, placed at $\bar x$. The ambiguity of $P$ is the freedom to name the Wannier function of another cell.

**Remark (three dimensions).** Lemma 1 and (2) hold for each component of $\mathbf k$. If a smooth frame periodic in the above sense exists over the whole zone and path,

$$\mathbf P=-\frac{1}{(2\pi)^3}\sum_n\int d^3k\;i\langle u_{n\mathbf k}|\nabla_{\mathbf k}u_{n\mathbf k}\rangle .$$

A phase factor $e^{i\mathbf k\cdot\mathbf R}$ on one band, with $\mathbf R$ a lattice vector, changes $i\langle u|\nabla_{\mathbf k}u\rangle$ by $-\mathbf R$. The zone volume is $(2\pi)^3/\Omega$, with $\Omega$ the cell volume, so $\mathbf P$ shifts by $\mathbf R/\Omega$. If ions move, their charge times displacement per volume must be added.

## The Rice-Mele chain

Each cell has site $A$ at $x=0$ with energy $+\Delta$ and site $B$ at $a/2$ with energy $-\Delta$. The hopping is $t+\delta$ within a cell and $t-\delta$ from $B$ to the next $A$. The factor $e^{-ik(x_A-x_B)}$ multiplies each hop, so the off-diagonal element is

$$(t+\delta)e^{ika/2}+(t-\delta)e^{-ika/2}=2tc+2i\delta s,\qquad c=\cos\tfrac{ka}{2},\quad s=\sin\tfrac{ka}{2}.$$

Thus $H_k=\mathbf h\cdot\boldsymbol\sigma$ with $\mathbf h=(2tc,\,-2\delta s,\,\Delta)$, and the energies are $\pm E$ with

$$E^2=\Delta^2+4t^2c^2+4\delta^2s^2 .$$

For $t>0$, $E=0$ requires $\Delta=0$ and $c=0$. Then $s^2=1$, so $\delta=0$ as well. This is the gapless point of Theorem 2.

**Lemma 2.** If a prime denotes the derivative with respect to a cycle parameter, the particle current per unit rate of that parameter is

$$J=\frac{ta}{2\pi}\int_0^{2\pi/a}dk\,\frac{\delta\Delta'-s^2\Delta\delta'}{E^3}. \tag{3}$$

*Proof.* The lower state has $P_k=\tfrac12(1-\mathbf n\cdot\boldsymbol\sigma)$ with $\mathbf n=\mathbf h/E$. Since $P_k'$ has no diagonal blocks, $Q_kP_k'P_k=P_k'P_k$, and the integrand of the current is $2\,\mathrm{Im}\,\mathrm{Tr}(P_k\,\partial_kP_k\,P_k')$ by (1) and cyclic order. The product rule $(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$ gives

$$\mathrm{Tr}(P_k\,\partial_kP_k\,P_k')=\tfrac14\left[\partial_k\mathbf n\cdot\mathbf n'-i\,\mathbf n\cdot(\partial_k\mathbf n\times\mathbf n')\right].$$

The integrand is therefore $-\tfrac12\,\mathbf n\cdot(\partial_k\mathbf n\times\mathbf n')=-\tfrac12\,\mathbf h\cdot(\partial_k\mathbf h\times\mathbf h')/E^3$. Derivatives of $1/E$ give vectors along $\mathbf h$ and drop out of the triple product. With

$$\partial_k\mathbf h=(-tas,\,-\delta ac,\,0),\qquad \mathbf h'=(0,\,-2\delta's,\,\Delta'),$$

the cross product is $(-\delta ac\Delta',\;tas\Delta',\;2tas^2\delta')$. Its product with $\mathbf h$ is

$$-2ta\,\delta\Delta'(c^2+s^2)+2ta\,s^2\Delta\delta'=-2ta(\delta\Delta'-s^2\Delta\delta').$$

Multiplication by $-\tfrac12/E^3$ and integration over $dk/2\pi$ gives (3). $\square$

## Proof of Theorem 2

The charge number transported in a cycle is $q=\oint J=\frac1{2\pi}\oint d\phi$. The Hamiltonian returns to itself, so $e^{i\phi}$ returns too, and $q$ is an integer. While the gap stays open, (3) is continuous in the path. A continuous integer is constant, so $q$ is unchanged when the loop is deformed without touching $\delta=\Delta=0$.

Shrink an enclosing loop to $2\delta=r\cos\theta$, $\Delta=r\sin\theta$. The numerator of (3) becomes $\tfrac12r^2(\cos^2\theta+s^2\sin^2\theta)$, and

$$E^2=r^2+c^2(4t^2-r^2\cos^2\theta).$$

Set $k=\pi/a+ry/(ta)$, so that $c^2=\sin^2(ry/2t)$ and $dk=r\,dy/(ta)$. For fixed $y$ and $r\to0$, $s^2\to1$ and $E^2/r^2\to1+y^2$. For $r\le t$, the inequality $|\sin z|\ge2|z|/\pi$ on $|z|\le\pi/2$ gives $E^2\ge r^2(1+3y^2/\pi^2)$. The integrand thus has an integrable bound, and the limit may be taken inside:

$$J\to\frac1{2\pi}\int_{-\infty}^{\infty}\frac{dy}{2(1+y^2)^{3/2}}=\frac1{2\pi},$$

since the integral of $(1+y^2)^{-3/2}$ is 2. Integration over $\theta$ from 0 to $2\pi$ gives $q\to1$, and an integer that tends to 1 is 1. Reversal changes the sign of $J$. A loop that shrinks to a gapped point has $J\to0$, hence $q=0$. $\square$

**Remark (where the electron goes).** At $\Delta=0$, $\delta>0$, reflection about the middle of the strong bond fixes $\bar x=a/4$; the limit $\delta=t$ of isolated bonds, reached without closing the gap, decides between $a/4$ and $3a/4$. At $\delta=0$, $\Delta>0$ the electron is centred on the low site $B$, at $a/2$. The strong bond then lies between cells, with centre $3a/4$, and next the low site is the $A$ of the following cell, at $a$. The cycle ends at $5a/4$: the Hamiltonian is restored, but each electron sits one cell further on.

## Worked example

Take the round parameters $a=8$ bohr, $t=0.10$, $\delta=0.03\cos\theta$ and $\Delta=0.06\sin\theta$ hartree. Then $\Delta^2+4\delta^2=0.0036$, and the smallest gap is $2\sqrt{0.0036}=0.12$ hartree at every $\theta$. The Berry phase gives:

| $\theta/\pi$ | $\bar x/a$ |
|---|---|
| 0 | 0.2500 |
| 0.25 | 0.3825 |
| 0.50 | 0.5000 |
| 1.00 | 0.7500 |
| 1.50 | 1.0000 |
| 2.00 | 1.2500 |

The transported number is $1.25-0.25=1$, so the polarisation changes by $-1$. At $\theta=0.7$ the centre is at $0.3688a=2.95$ bohr. The position operator projected on the filled states of an open chain of 60 cells has the same centre, to the digits given. There (3) gives $J=0.1614$ electrons per radian, close to the uniform rate $1/2\pi=0.1592$.

The numerical check also tests Theorem 1 on a continuum crystal with two filled bands: over part of a cycle, the sum over empty states and the determinant phase both give 0.17985 electrons.

### Finite speed

The time-dependent Schrödinger equation was integrated with $\theta=2\pi\tau-\sin2\pi\tau$, $\tau=t_{\rm time}/T$, which starts and stops smoothly.

| $T$ (a.u.) | electrons moved | excited fraction at end |
|---|---|---|
| 10 | 0.019 | $4\times10^{-2}$ |
| 100 | 1.008 | $6\times10^{-3}$ |
| 500 | 0.9993 | $7\times10^{-8}$ |
| 2000 | 0.9994 | $2\times10^{-11}$ |

The fast cycle moves almost nothing, although most of the population ends in the initial state: returning to that state does not imply that an electron has been carried. A bound shows that pumping must fail for short cycles. The velocity operator has norm $a\sqrt{t^2s^2+\delta^2c^2}\le at$ here, so the transported number is at most $T\int(dk/2\pi)\,at=tT$, which vanishes with $T$ and is below 1 for $T<1/t=10$ a.u. At $T=10$ a.u. this bound equals 1, so it does not account for the value 0.019, which comes from the integration alone.

The last two rows miss 1 by nearly the same $6$ to $7\times10^{-4}$, so most of this is not a deviation that disappears with slower driving. It is consistent with the time step $\tau_s=0.5$ a.u. used in both runs. In each step $H$ is held at its midpoint value. Let $g=\langle m|\partial_tn\rangle$ couple the lower state $n$ to the upper state $m$, and let $\omega=2E$. The steady admixture $d$ of the upper state at the step ends obeys

$$d=\left(d-\tfrac12g\tau_s\right)e^{-i\omega\tau_s}-\tfrac12g\tau_s
\;\Rightarrow\; d=\frac{ig}{\omega}\,\frac{\omega\tau_s}{2}\cot\frac{\omega\tau_s}{2}\approx\frac{ig}{\omega}\left[1-\frac{(\omega\tau_s)^2}{12}\right].$$

The exact value is $ig/\omega$, so each contribution to the current is too small by the fraction $(\omega\tau_s)^2/12$. On this cycle the numerator of (3) is never negative, and $\omega$ lies between $0.12$ and $2\sqrt{0.06^2+4(0.10)^2}=0.418$ hartree. The relative shortfall must then lie between $3\times10^{-4}$ and $3.6\times10^{-3}$, as it does.

For $T=2000$ a.u. $=48.4$ fs one electron per cycle is a mean current of magnitude $e/T=3.31$ microampere; the time-step shortfall of $6\times10^{-4}$ does not change these digits. It flows towards $-x$, since the electrons move towards $+x$.

## Table of computed values

```
lattice constant a = 8.0 bohr; hopping t = 0.10 hartree
amplitudes: delta 0.03, Delta 0.06 hartree
smallest gap on the cycle = 0.1200 hartree
theta/pi, delta (hartree), Delta (hartree), Wannier centre / a:
  0.00  +0.0300  +0.0000  0.2500
  0.25  +0.0212  +0.0424  0.3825
  0.50  +0.0000  +0.0600  0.5000
  0.75  -0.0212  +0.0424  0.6175
  1.00  -0.0300  +0.0000  0.7500
  1.25  -0.0212  -0.0424  0.8825
  1.50  -0.0000  -0.0600  1.0000
  1.75  +0.0212  -0.0424  1.1175
  2.00  +0.0300  -0.0000  1.2500
test angle theta = 0.70 rad
  centre/a from Berry phase        = 0.368819
  centre/a from open chain         = 0.368819
  open chain length                = 60 cells
  current formula, electrons/rad   = 0.161353
  Berry-phase slope, electrons/rad = 0.161353
loop integral, anticlockwise = +1.00000000 electrons
loop integral, clockwise     = -1.00000000 electrons
loop shifted by 0.05 hartree in delta: |charge| = 0.00000000 electrons
small loop, radius 0.003 hartree in (2 delta, Delta):
  largest deviation of 2 pi J from 1 = 0.00057
Schroedinger equation: period (a.u. of time), electrons pumped,
  mean excited population at the end:
     10  0.018712  4.07e-02
    100  1.008453  6.24e-03
    500  0.999333  7.42e-08
   2000  0.999360  1.75e-11
part of cycle, t/T = 0.35, theta = 1.3901 rad:
  electrons passed from Berry phase  = 0.223830
  electrons passed, period  500 a.u. = 0.222813
  electrons passed, period 2000 a.u. = 0.223629
continuum crystal: V1 = 0.06, V2 = 0.10 hartree, 2 occupied bands
  lam from 0.3 to 1.5 rad, electrons passed:
    perturbation sum 0.179846, Berry phase 0.179846
  full turn of lam, perturbation sum = 1.000000 electrons
period 2000 a.u. = 48.38 fs
mean current magnitude = 3.310 microampere
```
